\section*{Why Magnetic Self-Pinching Barely Helps an Unneutralized 100 keV Boron Beam}

\section{Definitions and conventions}

A beam of singly charged ions travels along $z$. Each ion has charge $q>0$, rest mass $m$, speed $v$ and kinetic energy $T$. We write $\beta=v/c$ and $\gamma=1/\sqrt{1-\beta^2}$. The beam carries current $I$, so its charge per unit length is $\lambda=I/v$. Its edge radius is $R(z)$, with $R(0)=R_0$. Equations are in SI form; a positive radial force points outward.

The beam is steady, long compared with its radius, and made of ions sharing one velocity. \emph{Unneutralized} means that it contains no electrons or other compensating charge. Where a round beam is assumed, it is centred in a round conducting pipe, whose wall charge then produces no field inside the beam.

Two self-forces act on an ion. The charge of the other ions pushes it outward. Their current makes a magnetic field that pulls it inward, since parallel currents attract; this is self-pinching. The pull cancels a fraction $v^2/c^2$ of the push, about $2\times10^{-5}$ for boron-11 at 100 keV.

\section{The two forces}

Let $\lambda(r)$ be the charge per unit length inside radius $r$ of a round beam. Gauss's law on a cylinder of radius $r$ and length $\ell$ reads $2\pi r\ell E_r=\lambda(r)\ell/\varepsilon_0$. The enclosed current is $v\lambda(r)$, and Ampère's law on a circle reads $2\pi rB_\theta=\mu_0v\lambda(r)$. Hence
\begin{equation}
E_r=\frac{\lambda(r)}{2\pi\varepsilon_0r},\qquad
B_\theta=\frac{\mu_0v\lambda(r)}{2\pi r}.
\end{equation}
Because $\hat z\times\hat\theta=-\hat r$, the magnetic force $q\,\mathbf v\times\mathbf B$ has radial component $-qvB_\theta$. Dividing by the electric force gives
\begin{equation}
\frac{F_{\rm mag}}{F_{\rm el}}
=-\frac{vB_\theta}{E_r}
=-\mu_0\varepsilon_0v^2=-\frac{v^2}{c^2},
\end{equation}
and the net force is
\begin{equation}
F_r=qE_r(1-\beta^2)=\frac{qE_r}{\gamma^2}.
\label{eq:net}
\end{equation}
One factor of $v$ appears because the source charges must move to make a magnetic field. The other appears because the ion must move to feel it. The enclosed charge and the radius cancel, so at fixed speed more current or a tighter beam strengthens both forces in the same proportion.

\subsection{Beams that are not round}

The ratio does not rest on roundness. Let any charge distribution move rigidly with velocity $\mathbf v$ in free space. Its current density is $\mathbf J=\rho\mathbf v$. In the Lorenz gauge the potentials obey
\begin{equation}
\Box\phi=-\frac{\rho}{\varepsilon_0},\qquad
\Box\mathbf A=-\mu_0\rho\mathbf v,\qquad
\Box=\nabla^2-\frac{1}{c^2}\frac{\partial^2}{\partial t^2}.
\end{equation}
The second source is the first multiplied by $\mu_0\varepsilon_0\mathbf v=\mathbf v/c^2$, so the retarded solutions satisfy $\mathbf A=\mathbf v\phi/c^2$. Since $\mathbf v$ is constant,
\begin{equation}
\mathbf B=\nabla\times\mathbf A
=\frac{\nabla\phi\times\mathbf v}{c^2}
=\frac{\mathbf v\times\mathbf E}{c^2}.
\end{equation}
The last step uses $\mathbf E=-\nabla\phi-\partial\mathbf A/\partial t$: the term $\partial\mathbf A/\partial t$ is parallel to $\mathbf v$ and drops out of the cross product. Then
\begin{equation}
\mathbf v\times\mathbf B
=\frac{\mathbf v(\mathbf v\cdot\mathbf E)-v^2\mathbf E}{c^2}
=-\beta^2\mathbf E_\perp,
\end{equation}
where $\mathbf E_\perp$ is the part of $\mathbf E$ perpendicular to $\mathbf v$. In a numerical test, the retarded fields of 30 ions at random positions, moving together at $0.6c$, were summed at an outside point. The transverse magnetic force was $-0.36$ times the electric one, within a tolerance of about one part in $10^9$. Walls are outside this proof. In a non-magnetic metal pipe the wall charge changes $\mathbf E$ but leaves the magnetic field of a steady current unchanged, so for a flat or off-centre beam the ratio is of order $\beta^2$ but not equal to it. At the outer edge of a beam of radius 10 mm placed 20 mm off centre in a pipe of radius 50 mm it is $0.90\beta^2$.

\subsection{The same result from the ions' rest frame}

In the frame moving with the ions there is no ion current and hence no magnetic self-force. The spacing between ions is longer there by $\gamma$, so the line charge is $\lambda/\gamma$ and the repulsive force is $F'=qE_r/\gamma$. Transverse momentum is the same in both frames, while a time interval $dt'$ on the ions' clock lasts $dt=\gamma\,dt'$ in the laboratory. Therefore
\begin{equation}
F=\frac{dp_\perp}{dt}=\frac1\gamma\frac{dp_\perp}{dt'}
=\frac{F'}{\gamma}=\frac{qE_r}{\gamma^2},
\end{equation}
in agreement with Eq.~\eqref{eq:net}. An unneutralized beam is a cloud of like charges that repel in its own frame. Magnetism slows the expansion seen in the laboratory but cannot reverse it.

\section{Why the fraction is so small for boron}

From $T=(\gamma-1)mc^2$,
\begin{equation}
\beta^2=1-\frac1{\gamma^2}
=1-\frac{1}{(1+T/mc^2)^2}
\simeq\frac{2T}{mc^2}\qquad(T\ll mc^2).
\end{equation}
The rest energy of the boron-11 ion is 10.25 GeV, so
\begin{equation}
\beta^2\simeq\frac{2\times(100\ \mathrm{keV})}{10.25\ \mathrm{GeV}}
=1.95\times10^{-5}.
\end{equation}
Half cancellation requires $\gamma^2=2$, or $T=(\sqrt2-1)mc^2=4.25$ GeV. Mass is what separates boron from an electron of the same 100 keV energy, for which $\beta^2=0.30$.

At lower energy the fraction falls in proportion to $T$, so magnetism helps least in the slow beams that, at fixed current and radius, suffer the strongest electric field.

\section{How large the spreading is}

Take a uniform round beam with small slopes and initially parallel trajectories. The field inside is proportional to $r$, so all radii grow by the same factor and the density stays uniform. At the edge $E=I/(2\pi\varepsilon_0vR)$. The transverse equation of motion is $\gamma m\ddot R=qE(1-\beta^2)$. With $\ddot R=v^2R''$, where a prime now means $d/dz$,
\begin{equation}
R''=\frac{K(1-\beta^2)}{R},\qquad
K=\frac{qI}{2\pi\varepsilon_0\gamma mv^3}.
\end{equation}
We call the dimensionless number $K$ the perveance; in this definition the magnetic factor $1-\beta^2$ is kept outside it.

First omit magnetism. Multiplying $R''=K/R$ by $R'$ and integrating from $R'=0$ at $R_0$ gives $R'^2/2=K\ln(R/R_0)$. Setting $R=R_0e^{u^2}$ turns this into $R'=u\sqrt{2K}$. Since $dR=2uR_0e^{u^2}du$, the distance element is $dz=dR/R'=R_0\sqrt{2/K}\,e^{u^2}du$, and
\begin{equation}
z=R_0\sqrt{\frac2K}\int_0^u e^{t^2}\,dt .
\end{equation}
For a short drift $R''\simeq K/R_0$, hence $R-R_0\simeq Kz^2/(2R_0)$. This overestimates the growth at larger $z$, because the repulsion weakens as the beam widens.

To restore magnetism, note that $R/R_0=G(s)$ depends on $K$ and $z$ through $s=z\sqrt K/R_0$. Then $R'=\sqrt K\,G'(s)$ and $\partial R/\partial K=zG'(s)/(2\sqrt K)=zR'/(2K)$. Magnetism changes $K$ by $-\beta^2K$, so to first order
\begin{equation}
\Delta R_{\rm mag}=-\frac{\beta^2zR'}{2}.
\label{eq:shrink}
\end{equation}

\subsection{A 1 mA beam over 2 m}

Let $I=1$ mA, $R_0=10$ mm, $z=2$ m and $T=100$ keV, in a pipe of radius 50 mm. The speed is $1.324\times10^6$ m/s, so $\lambda=I/v=0.755$ nC/m. At the initial edge $E=13.58$ V/cm and $B=20.0$ nT. The magnetic force per unit charge is $vB=2.65\times10^{-4}$ V/cm, and
\begin{equation}
\frac{vB}{E}=\frac{2.648\times10^{-4}}{13.58}=1.95\times10^{-5}.
\end{equation}

Since $\gamma mv^2\simeq2T$, the perveance is $K\simeq qER_0/(2T)$. Here $ER_0=13.58$ V and $2T/q=2\times10^5$ V, which gives $K=6.79\times10^{-5}$. The integral equation then gives $u=0.877$, so $R=R_0e^{0.769}=21.6$ mm and $R'=u\sqrt{2K}=10.2$ mrad. The radius has more than doubled; the short-drift formula would give a growth of 13.6 mm instead of 11.6 mm.

Equation~\eqref{eq:shrink} gives a magnetic reduction of
\begin{equation}
\tfrac12(1.95\times10^{-5})(2\ \mathrm m)(10.2\times10^{-3})
=0.20\ \mu\mathrm m .
\end{equation}
Numerical integration with and without the magnetic term gives the same difference. It is a difference between two model calculations that share the same approximations, not a claim to know the absolute radius that well.

\subsection{Effects as large as the pinch or larger}

The following estimates use the same beam and rough typical inputs.
\begin{itemize}
\item \textbf{Emittance.} The spread of ion directions adds $\epsilon^2/R^3$ to $R''$. For an edge emittance $\epsilon=10$ mm\,mrad the final radius grows by a further 115 $\mu$m.
\item \textbf{Slowing.} The beam's axis lies at $\phi=(\lambda/4\pi\varepsilon_0)[1+2\ln(50/10)]=28.6$ V above the pipe. Slowing all ions by this potential over the whole drift raises $K$ as $(1-q\phi/T)^{-3/2}$ and adds 4.4 $\mu$m. This is an overestimate, since $\phi$ is lower off axis and falls as the beam widens.
\item \textbf{The Earth's field.} A perpendicular field of 50 $\mu$T shifts the whole beam sideways by 0.66 mm. It bends the beam without pinching it.
\item \textbf{Finite slope.} Keeping $\partial^2\phi/\partial z^2$ in Poisson's equation to first order changes the edge field by the fraction $-(K+R'^2)/4$, from $-1.7\times10^{-5}$ at the start to $-4.3\times10^{-5}$ at the end, where $R'^2\simeq1.0\times10^{-4}$. This lowers the final radius by about 0.2 $\mu$m, as much as the pinch does.
\end{itemize}

\section{Why electrons succeed where magnetism fails}

Suppose electrons at rest, with the same radial profile as the ions, supply line charge $-f\lambda$. They reduce the electric field to $(1-f)E_0$, where $E_0$ is the field of the ions alone. They carry no current, so the magnetic force is unchanged:
\begin{equation}
F_r=qE_0(1-f-\beta^2).
\label{eq:neutral}
\end{equation}
Neutralizing a fraction $f=\beta^2$ of the charge therefore does as much as all the magnetism. A net inward force needs $f>1-\beta^2$; for this boron beam, the uncompensated charge must fall below about 20 parts per million.

The ion frame confirms this: electrons at rest in the laboratory have line charge $-\gamma f\lambda$ there, so the total is $\lambda(1/\gamma-\gamma f)$. Dividing the resulting force by $\gamma$ returns Eq.~\eqref{eq:neutral}. At $\beta=0.6$, edge motions computed in the two frames for $f=0$, 0.3 and 0.8 agreed to one part in $10^9$. The beam contracted for $f=0.8$, above the threshold of 0.64, and expanded for the other two.

Residual gas can supply such electrons. At $10^{-6}$ Torr and 300 K the gas density is $n=3.22\times10^{10}$ cm$^{-3}$. Take a rough electron-production cross-section $\sigma=10^{-15}$ cm$^2$, and suppose that every electron stays in the beam. The trapped electron charge, as a fraction of the beam charge, then grows at the rate $n\sigma v$. It reaches $\beta^2$ in 4.6 ns and $6.4\times10^{-3}$ in one transit time of 1.51 $\mu$s. Neutralization lags behind this production, because each electron leaves a slow positive gas ion that cancels its effect until the beam's field expels it. Inside the beam a gas ion of mass $M$ obeys $\ddot r=(qE/MR_0)\,r$, with $E$ the edge field, so its radius grows on the time scale $\sqrt{MR_0/(qE)}$, about 1.5 $\mu$s for a nitrogen molecule. Call this time $\tau$. For gas ions that start at rest, spread evenly over the beam, a fraction $1/\cosh^2(t/\tau)$ is still inside after a time $t$, so the net neutralization is $n\sigma v\,[t-\tau\tanh(t/\tau)]$. It reaches $\beta^2$ only after about 0.3 $\mu$s at the initial radius, and after about 0.5 $\mu$s at the final radius, where $\tau$ is 3.2 $\mu$s. Gas ions are made continuously, so a standing fraction $n\sigma v\tau$ of them remains; at the initial radius the net neutralization is $1.6\times10^{-3}$ after one transit time and $6.4\times10^{-3}$ after about 2.9 $\mu$s. A net fraction of $6.4\times10^{-3}$, held fixed along the drift, reduces the final radius by 66 $\mu$m, some 330 times the magnetic reduction. Electrons born at rest oscillate and crowd towards the axis, but the force at the beam edge depends only on the total charge inside it. Only 6.8 V of the 28.6 V potential well lies inside the beam, so electrons born with a few eV spend part of their time outside the edge. At 5 eV about a tenth of them are outside, and the time to reach $\beta^2$ at the initial radius lengthens to roughly 0.9 $\mu$s.

\section{Real beamlines and what to do}

The energy, current and pressure above lie in the rough range of medium-current implanters. The assumption most readily broken is the absence of electrons: in field-free drifts, the positive beam potential traps slow electrons. If, for illustration, $f=0.95$, then $K$ falls twentyfold and the short-drift formula bounds the space-charge growth by $0.05\times13.6=0.68$ mm, instead of 11.6 mm. Even then magnetism cancels a fraction $\beta^2/(1-f)=3.9\times10^{-4}$ of the remaining repulsion.

For a beam in this regime, the practical consequences are these.
\begin{itemize}
\item In drift regions, preserve the electrons. Keep out electric fields that sweep them away, and use negatively biased electrodes where they would otherwise escape towards a positive electrode.
\item Where electric fields must remove electrons, as in acceleration gaps and electrostatic deflectors, design for the full repulsion. Shorten the path or add external focusing. A wider initial beam grows less, though its final radius can be larger. At fixed $K$ and $R_0$, halving a short drift quarters the growth.
\item Do not raise the current in the hope of a stronger pinch. At fixed speed and fixed $f<1-\beta^2$, the force ratio stays the same and the net repulsion grows.
\item In a beam calculation, the magnetic self-force may be dropped when an error of $\beta^2/(1-f)$, relative to the remaining electric force, is acceptable. Near complete neutralization that ratio is no longer small, and both terms must be kept.
\end{itemize}
The main values of the worked example are collected in the numerical output that follows.

\section*{Computed values}
\begin{verbatim}
Boron-11 atomic mass: 11.009305 u
Ion kinetic energy: 100 keV
Ion rest energy: 10.2546 GeV
Beam current: 1.0 mA
Initial beam radius: 10.0 mm
Drift length: 2.0 m
Pipe radius: 50 mm
Ion speed: 1.3240e+06 m/s
v/c: 4.4162e-03 (no unit)
v^2/c^2: 1.9503e-05 (no unit)
2T/(mc^2): 1.9503e-05 (no unit)
Line charge: 0.7553 nC/m
Electric field at edge: 13.5768 V/cm
Magnetic field at edge: 20.000 nT
v times B at edge: 2.6479e-04 V/cm
Magnetic/electric force: 1.9503e-05 (no unit)
Half-cancellation energy: 4.248 GeV
100 keV electron v^2/c^2: 0.3005 (no unit)
Perveance K: 6.7884e-05 (no unit)
Spreading parameter u: 0.87716 (no unit)
Final radius, electric only: 21.585 mm
Radius growth: 11.585 mm
Final edge slope: 10.221 mrad
Magnetic shrink, formula: 0.1993 um
Magnetic shrink, numeric: 0.1993 um
Rough edge emittance: 10 mm mrad
Emittance growth: 115.23 um
Beam axis potential: 28.64 V
Growth from slowing: 4.39 um
Rough gas pressure: 1.0e-06 Torr
Gas temperature: 300 K
Rough cross section: 1.0e-15 cm^2
Gas density: 3.219e+10 cm^-3
Transit time: 1.511 us
Trapped fraction per transit: 6.438e-03 (no unit)
Time to reach f=v^2/c^2: 4.58 ns
Shrink from that fraction: 65.84 um
Rough Earth field: 50 uT
Earth-field sideways shift: 0.662 mm
Final slope squared: 1.045e-04 (no unit)
\end{verbatim}
